# Depolarization factor of a needle and the permittivity of dilute needle composites

## Problem

A prolate spheroid has semi-axes $a,a,c$, with $c$ along $z$ and aspect ratio $r=c/a$. It has relative permittivity $\varepsilon_i$ and lies in a matrix of relative permittivity $\varepsilon_m$. Far away the field is uniform, $E_0$ along $z$. Both materials are linear, the interface is sharp, and the field is quasi-static. Write $x=\varepsilon_i/\varepsilon_m$.

**(a)** Show that the field inside the spheroid is uniform and equal to $E_0/[1+N(x-1)]$. Find $N$, the axial depolarization factor, and evaluate it for $r=10$.

**(b)** Many such needles, all parallel to the field, fill a small volume fraction $f$ of the matrix. Find the effective permittivity to first order in $f$. Show that for $r=10$ and $\varepsilon_i\to\infty$ the needles multiply the matrix permittivity by about $1+49f$, and state what "infinite" and "dilute" require.

**(c)** Find the corresponding coefficient for a field across the needles, and the effect of tilt and of random orientation.

**(d)** Barium titanate needles 1000 nm long and 100 nm thick are placed in silicone rubber at $f=0.002$, in an applied field of 0.002 MV/cm. Take the rough typical values $\varepsilon_i=1500$ and $\varepsilon_m=3$. Find the effective permittivity, the field and polarization in a needle, and the field at its tip. Estimate the main effects that the model leaves out.

## Solution

### (a) The field in one needle

**A potential suited to the shape.** The foci lie at $z=\pm d$, with $d^2=c^2-a^2$. Let $\rho$ be the distance from the axis, $R_\pm=\sqrt{\rho^2+(z\pm d)^2}$ the distances to the foci, and

$$\xi=\frac{R_++R_-}{2d},\qquad \eta=\frac{R_+-R_-}{2d}.$$

A surface of constant $\xi$ is a spheroid with these foci and semi-axes $d\xi$ and $d\sqrt{\xi^2-1}$. The needle surface is $\xi_0=c/d$. Since $R_+^2-R_-^2=4dz$, and the left side is also $(2d\xi)(2d\eta)$,

$$z=d\,\xi\eta .$$

Place on the focal segment a line charge proportional to the position $z'$. Up to a constant its potential is

$$I=\frac12\int_{-d}^{d}\frac{z'\,dz'}{s},\qquad s=\sqrt{\rho^2+(z-z')^2}.$$

Write $z'=(z'-z)+z$. The first part integrates to

$$\int_{-d}^{d}\frac{z'-z}{s}\,dz'=\big[s\big]_{-d}^{d}=R_--R_+=-2d\eta=-\frac{2z}{\xi}.$$

The second part contains

$$\int_{-d}^{d}\frac{dz'}{s}=\ln\frac{d-z+R_-}{-d-z+R_+}.$$

With $R_\pm=d(\xi\pm\eta)$ and $z=d\xi\eta$, the numerator is $d(\xi+1)(1-\eta)$ and the denominator is $d(\xi-1)(1-\eta)$. The logarithm is therefore $\ln[(\xi+1)/(\xi-1)]=2\,\mathrm{arcoth}\,\xi$, and

$$I=z\,g(\xi),\qquad g(\xi)=\mathrm{arcoth}\,\xi-\frac1\xi .$$

On each confocal spheroid this potential is proportional to $z$, like that of a uniform field. This is what allows a uniform field inside to be matched to it.

**Matching at the surface.** Try

$$\phi_{\rm in}=-E_{\rm in}z,\qquad \phi_{\rm out}=-E_0z+A\,z\,g(\xi).$$

Both satisfy Laplace's equation in their own regions, because the line charge lies inside the needle. At large distance $g\approx1/(3\xi^3)$, so the added term decays as a dipole potential. If the two interface conditions can be met, this is the solution, since the solution of the electrostatic problem is unique.

Continuity of $\phi$ at $\xi_0$, with $g_0=g(\xi_0)$, gives

$$E_{\rm in}=E_0-A g_0. \tag{1}$$

The normal component of $D$ must also be continuous. The gradients of $\xi$ and $\eta$ are orthogonal: their scalar product is proportional to $|\nabla R_+|^2-|\nabla R_-|^2=1-1=0$. The normal derivative is thus proportional to $\partial/\partial\xi$ at fixed $\eta$, with the same factor on both sides. We need $\partial z/\partial\xi=d\eta=z/\xi$ and

$$g'(\xi)=-\frac1{\xi^2-1}+\frac1{\xi^2}=-\frac{1}{\xi^2(\xi^2-1)}.$$

The condition $\varepsilon_i\partial_\xi\phi_{\rm in}=\varepsilon_m\partial_\xi\phi_{\rm out}$ becomes

$$-\varepsilon_iE_{\rm in}\frac{z}{\xi_0}=\varepsilon_m\left[(-E_0+Ag_0)\frac{z}{\xi_0}-\frac{A z}{\xi_0^2(\xi_0^2-1)}\right].$$

By (1) the first bracket is $-E_{\rm in}$. Multiplying by $-\xi_0/(\varepsilon_m z)$ gives

$$xE_{\rm in}=E_{\rm in}+\frac{A}{\xi_0(\xi_0^2-1)}
\quad\Rightarrow\quad A=\xi_0(\xi_0^2-1)(x-1)E_{\rm in}.$$

At the equator, where $z=0$, both sides of the original condition vanish. One constant $A$ therefore satisfies the condition over the whole surface. Inserting it in (1),

$$E_{\rm in}=\frac{E_0}{1+N(x-1)},\qquad N=(\xi_0^2-1)\left(\xi_0\,\mathrm{arcoth}\,\xi_0-1\right). \tag{2}$$

The name of $N$ follows from the excess polarization of the needle over the matrix, $P=\varepsilon_0(\varepsilon_i-\varepsilon_m)E_{\rm in}$. In terms of it, (2) reads $E_{\rm in}=E_0-NP/(\varepsilon_0\varepsilon_m)$: for $x>1$ the charges at the needle's surface oppose the applied field.

**In terms of the aspect ratio.** Let $k=\sqrt{r^2-1}$. Then $\xi_0=c/d=r/k$ and $\xi_0^2-1=1/k^2$. Also

$$\mathrm{arcoth}\,\xi_0=\frac12\ln\frac{r+k}{r-k}=\frac12\ln\frac{(r+k)^2}{r^2-k^2}=\ln(r+k)=\mathrm{arcosh}\,r,$$

because $r^2-k^2=1$. Hence

$$\boxed{N=\frac{1}{r^2-1}\left[\frac{r\,\mathrm{arcosh}\,r}{\sqrt{r^2-1}}-1\right]}$$

For $r=10$, $\xi_0=1.005038$ and $\mathrm{arcosh}\,10=2.993223$, so

$$N=\frac{1.005038\times2.993223-1}{99}=0.020286,\qquad \frac1N=49.3 .$$

**A second route.** A uniformly polarized spheroid in vacuum carries surface charge $Pn_z$. Its field at the centre is $-NP/\varepsilon_0$, so Coulomb's law gives $N=(1/4\pi)\oint n_z z\,dS/R^3$, with $R$ the distance from the centre. Set $z=cu$ and $\rho=a\sqrt{1-u^2}$. A ring on the upper half has $n_z\,dS=2\pi\rho|d\rho|=2\pi a^2u\,du$, and $R^2=a^2(1+k^2u^2)$. The two halves contribute equally:

$$N=r\int_0^1\frac{u^2\,du}{(1+k^2u^2)^{3/2}}
=r\left[-\frac{1}{k^2r}+\frac{\mathrm{arsinh}\,k}{k^3}\right].$$

The last step is an integration by parts, with $\sqrt{1+k^2}=r$. Since $\mathrm{arsinh}\,k=\ln(k+r)=\mathrm{arcosh}\,r$, this is the boxed result. Numerical integration over the surface charge gives 0.020286 both at the centre and at the interior point $\rho=0.4a$, $z=3a$, as a uniform field requires.

For a sphere $k=0$, and the integral gives $N=1/3$. For a very long needle $\mathrm{arcosh}\,r\to\ln 2r$ and $N\to(\ln2r-1)/r^2$. The opposing charges are then far apart on average, and the uniform field they produce inside the needle is weak.

### (b) The composite

Everywhere in the composite $D=\varepsilon_0\varepsilon_mE$, except that the needles add $\varepsilon_0(\varepsilon_i-\varepsilon_m)E$. Averaging over the volume gives, without approximation within the linear model,

$$\langle D\rangle=\varepsilon_0\varepsilon_m\langle E\rangle+f\varepsilon_0(\varepsilon_i-\varepsilon_m)\langle E\rangle_{\rm needle}.$$

The effective permittivity is defined by $\langle D\rangle=\varepsilon_0\varepsilon_{\rm eff}\langle E\rangle$. When the needles are far apart, each sees a field that differs from $\langle E\rangle$ only by terms that vanish with $f$. To first order we may put $E_0=\langle E\rangle$ in (2):

$$\boxed{\frac{\varepsilon_{\rm eff}}{\varepsilon_m}=1+Kf,\qquad K=\frac{x-1}{1+N(x-1)}} \tag{3}$$

**Infinite permittivity.** As $x\to\infty$, $E_{\rm in}\to0$ but $(x-1)E_{\rm in}\to E_0/N$. The needle screens its interior, as a conductor does, and keeps a finite polarization. Then

$$\frac{\varepsilon_{\rm eff}}{\varepsilon_m}\to1+\frac fN\approx1+49f .$$

Rewriting (3) as $K=\dfrac1N\left[1-\dfrac{1}{1+N(x-1)}\right]$ shows the fractional shortfall from this limit. "Infinite" therefore means $x\gg1/N\approx49$; a contrast that is merely large compared with one is not enough. In the opposite order of limits, $N\to0$ at fixed $x$, one finds $K\to x-1$ and $\varepsilon_{\rm eff}=(1-f)\varepsilon_m+f\varepsilon_i$, the rule for capacitors in parallel. The gain then depends on the needle material instead of its shape.

**Dilute.** A first estimate of the interaction treats the surroundings of a needle as a continuum of average polarization $fP$ with a spherical hole around the needle. It takes the neighbours inside the hole to contribute no net field, as for point dipoles on a cubic lattice. Removing a uniformly polarized sphere, for which $N=1/3$, adds $fP/(3\varepsilon_0\varepsilon_m)$ to the acting field. For infinite permittivity $P/(\varepsilon_0\varepsilon_m)=E_{\rm act}/N$, so

$$E_{\rm act}=\langle E\rangle+\frac{f}{3N}E_{\rm act}=\frac{\langle E\rangle}{1-f/(3N)} .$$

For such an arrangement one condition is thus $f\ll3N$; the factor $1/3$ belongs to the spherical hole and changes with the arrangement of the needles. Needles are also long, and they must not approach each other tip to tip. With length $L=2c$ the needle volume is $\frac43\pi a^2c=\pi L^3/(6r^2)$, so the number per volume $L^3$ is

$$nL^3=\frac{6fr^2}{\pi}.$$

This should be small as well. At $f=0.002$, $f/(3N)=0.033$ but $nL^3=0.38$, so the second condition is the stricter one.

A direct numerical solution of the field around a conducting needle shows the size of the effect. The needle is centred in a cylindrical cell with an insulating side wall and equipotential ends, which imitates a regular array. In a "cubic-like" cell the height equals the side of a square with the area of the cross-section. There the gain divided by $f$ is 49.5 at $f=0.0002$, within 0.4% of $1/N$. At $f=0.002$ it is 52.0, which is 5% above $1/N$ and more than the point-dipole estimate of about 3%. That estimate treats the needles as points, whereas here the needle length is $(nL^3)^{1/3}=0.73$ of the cell height, so close agreement cannot be expected. At the same $f=0.002$, a cell whose height is 1.5 times its diameter gives 49.2, while heights of 0.6 and 5 times the diameter give about 60 and 41. The correction beyond first order thus depends on the arrangement as well as on $f$.

### (c) Fields across the needles, and tilt

Let $\Phi$ be the potential, in vacuum, of the spheroid filled with unit charge density. A uniformly polarized body is equivalent to two oppositely charged copies slightly displaced, so its potential is $-\mathbf P\cdot\nabla\Phi$. For axial polarization part (a) gives the interior potential $NPz/\varepsilon_0$. Hence $\partial_z\Phi=-Nz/\varepsilon_0$, and

$$\Phi=-\frac{Nz^2}{2\varepsilon_0}+h(\rho).$$

Poisson's equation $\nabla^2\Phi=-1/\varepsilon_0$ now requires

$$\frac1\rho\frac{d}{d\rho}\left(\rho\frac{dh}{d\rho}\right)=-\frac{1-N}{\varepsilon_0}
\quad\Rightarrow\quad \frac{dh}{d\rho}=-\frac{(1-N)\rho}{2\varepsilon_0},$$

where the solution singular on the axis is dropped. For polarization along a transverse coordinate $y$ the interior potential is therefore $(1-N)Py/(2\varepsilon_0)$. The field is again uniform, with

$$N_\perp=\frac{1-N}{2}=0.48986 .$$

In the matrix, $\varepsilon_0$ is replaced by $\varepsilon_0\varepsilon_m$ and $P$ is the excess polarization. The same algebra gives $K_\perp=(x-1)/[1+N_\perp(x-1)]$, which tends to $1/N_\perp=2.04$. For a field across its axis the needle adds less than a sphere of the same volume, for which $N=1/3$ and the limit is 3.

If the needles make an angle $\theta$ with the field, resolve the field along and across the axis, then project the polarization back on the field direction. Each projection contributes a cosine or a sine:

$$K_\theta=K\cos^2\theta+K_\perp\sin^2\theta .$$

For random directions $\langle\cos^2\theta\rangle=1/3$, so $K_{\rm random}=(K+2K_\perp)/3$.

### (d) Barium titanate needles in silicone rubber

**Permittivity.** The contrast is $x=1500/3=500$, and $N(x-1)=10.12$. Then

$$K=\frac{499}{11.12}=44.9,\qquad \varepsilon_{\rm eff}=3\,(1+0.002\times44.9)=3.27 .$$

This is the first-order value; at this $f$ the interaction between needles raises it by about 0.01 in the cubic-like cell. Other regular arrangements change it more: by about $+0.05$ when the needles are nearly tip to tip (cell height 0.6 times its diameter) and by about $-0.04$ when they stand side by side in well-separated layers (height 5 times the diameter). The infinite-permittivity limit gives $3\,(1+0.002\times49.3)=3.30$. The finite contrast lowers the gain by 9% relative to that limit, even though $x$ is 500.

**Inside the needle.** From (2), $E_{\rm in}/E_0=1/11.12=0.0899$, so

$$E_{\rm in}=0.0899\times0.002\ \text{MV/cm}=0.18\ \text{kV/cm}.$$

The polarization $P=\varepsilon_0(1500-3)E_{\rm in}$ is 0.024 µC/cm². A rough coercive field for barium titanate crystals is 1 kV/cm, and a rough spontaneous polarization is 26 µC/cm². The needle field is about a fifth of the former and the induced polarization about a thousandth of the latter. Linear response is thus a reasonable first assumption at this drive. The comparison uses bulk values, however, and in multidomain barium titanate domain-wall motion can make the permittivity depend on the field below the coercive field.

**At the tip.** There the surface normal lies along $z$, and continuity of $D$ gives

$$E_{\rm tip}=xE_{\rm in}=500\times0.0899\,E_0=45\,E_0=0.090\ \text{MV/cm}.$$

For $x\to\infty$ this ratio tends to $1/N$, the same number that sets the permittivity gain. With a rough breakdown field of 0.25 MV/cm for the rubber, the tip reaches that value at an applied field of $0.25/45=0.0056$ MV/cm. The radius of curvature at the tip, $a^2/c$, is only 5 nm. Whether a bulk breakdown strength applies over so short a distance is not settled by this model, so the figure marks where caution begins.

**What the model leaves out.** The following estimates change one setting at a time and keep the others as above; they are to be compared with $K=44.9$.

- *Crystal anisotropy.* In a single-domain needle with its polar axis along its length, the axial permittivity is much lower, roughly 150. Then $x=50$ and $K=24.6$, little more than half. This is a small-signal value. At the drive chosen here the field in such a needle would be about 1 kV/cm, the coercive field itself, so a weaker drive is needed for linear response. The estimate also assumes that fixed surface charge compensates the spontaneous polarization; without it, the depolarizing field would far exceed the coercive field and the single domain would not be stable.
- *Temperature.* Near the Curie point the permittivity may reach roughly 10000, which gives $K=48.6$. The shape already limits the gain, so a much larger permittivity adds little.
- *Inactive surface layer.* Suppose the outer 2 nm behaves like the matrix. The active core is then approximately a spheroid 996 nm by 96 nm, and the gain per nominal volume fraction falls to about 43.
- *Shape.* Real needles are rarely spheroids. For a rod of the same length and thickness with hemispherical ends, a numerical solution of the same field problem gives $K\approx42$, but a tip field of only about $11E_0$. The gain is thus not very sensitive to the shape of the ends, while the tip field of $45E_0$ belongs to the sharp tip of the spheroid.
- *Orientation.* A common tilt of 10 degrees gives 43.6. Random orientation gives 16.3.
- *Conduction.* A needle conductivity $\sigma$ replaces $\varepsilon_i$ by $\varepsilon_i-i\sigma/(\omega\varepsilon_0)$ for time dependence $e^{i\omega t}$. The denominator in (3) is proportional to $\varepsilon_i+\varepsilon_m(1/N-1)$, so conduction matters below the frequency $\sigma/\{2\pi\varepsilon_0[\varepsilon_i+\varepsilon_m(1/N-1)]\}$. For a rough $\sigma=10^{-10}$ S/m this is about $10^{-3}$ Hz. Far below it, in an insulating matrix, the needle acts as a conductor and $K\to1/N$.

**Beside a real composite.** The loading chosen here is small. For this aspect ratio $nL^3$ reaches one at $f=\pi/(6r^2)$, about half a volume per cent, and at 3 per cent it is near 6; at such loadings (3) should not be used. Needles in a real composite need not be parallel, and their axial permittivity depends on their domains. Of the departures estimated here, random orientation has the largest effect on the gain: it reduces the gain at $f=0.002$ from about 9% to about 3% of the matrix permittivity. The factor $1+49f$ therefore belongs to needles that are well aligned, widely separated, and of axial permittivity far above 49 times that of the matrix.

## Table of computed values

```
aspect ratio r: 10
sqrt(r^2-1): 9.949874
xi0 = r/sqrt(r^2-1): 1.005038
arccosh(r): 2.993223
axial factor N, formula: 0.020286
N, surface charge, centre: 0.020286
N, surface charge, off centre: 0.020286
1/N: 49.295
transverse factor: 0.489857
1/transverse factor: 2.041
field solution: gain/f at f=0.0002: 49.49
field solution: gain/f at f=0.002, cubic-like: 52.00
field solution: gain/f at f=0.002, long cell: 49.16
needle length, diameter: 1000, 100 nm
volume fraction f: 0.002
f/(3N): 0.0329
needles per cubed length: 0.382
eps_i (rough), eps_m (rough): 1500, 3
contrast x: 500
N*(x-1): 10.123
ideal eps_eff/eps_m: 1.0986
ideal eps_eff: 3.2958
gain/f at finite x: 44.86
finite-x eps_eff/eps_m: 1.0897
finite-x eps_eff: 3.2692
applied field: 0.0020 MV/cm
needle field/applied field: 0.08991
needle field: 0.1798 kV/cm
coercive field (rough): 1 kV/cm
needle polarization: 0.0238 uC/cm2
spontaneous polarization (rough): 26 uC/cm2
tip field/applied field: 44.95
tip field: 0.0899 MV/cm
tip curvature radius: 5.0 nm
matrix breakdown field (rough): 0.25 MV/cm
applied field at tip breakdown: 0.00556 MV/cm
polar-axis eps_i (rough): 150
gain/f, polar axis along needle: 24.57
eps_i near Curie point (rough): 10000
gain/f near Curie point: 48.58
inactive layer thickness: 2 nm
gain/f with inactive layer: 43.35
gain/f, all needles tilted 10 degrees: 43.57
gain/f, random orientation: 16.31
needle conductivity (rough): 1e-10 S/m
conduction crossover frequency: 1.09e-03 Hz
```
